# Terminal Resistance of a Floating Crossbar of Identical Resistors

A square array has $N$ row lines and $N$ column lines, with a resistor $R$ at every crossing. A source is connected between one row and one column, and all other lines float. If the lines are perfect conductors, the only dimensional property of the network is $R$, so the resistance between the terminals must have the form

$$R_T=R\,f(N),\qquad f(1)=1 .$$

Symmetry restricts the problem further. Rows may be relabelled among themselves, and so may columns, without changing the network. Every crossing can therefore be carried into every other, and $f(N)$ does not depend on which cell is selected. It remains to find this one function. The answer is

$$\boxed{R_T=\frac{R(2N-1)}{N^2}} .$$

This is the resistance seen by the source with the selected cell in place. The selected cell itself still has resistance $R$; the rest of the array provides further paths between the same two terminals.

In the language of graphs, each line is a node, because a perfect conductor has one potential, and each cell is an edge. Every row is joined to every column, while no two rows and no two columns are joined directly. This is the complete bipartite graph with $2N$ nodes and $N^2$ edges. We take the cells to be ohmic, the state to be steady, and leakage from the lines to ground to be absent. The selected row is held at potential $V$ and the selected column at zero.

The floating potentials are unique. Suppose two sets of potentials satisfied the same conditions, and let $w_a$ be their difference at node $a$. Then $w$ vanishes at both terminals, and at every floating node the net current computed from $w$ is zero. For an edge of conductance $g_{ab}$,

$$g_{ab}(w_a-w_b)^2=w_a\,g_{ab}(w_a-w_b)+w_b\,g_{ab}(w_b-w_a).$$

Summing over edges and collecting terms by node gives, at each node, $w_a$ times the net current leaving it. One of these factors is zero at every node, so the sum vanishes. It is a sum of non-negative terms, so $w$ is equal at the two ends of each edge. The graph is connected and $w=0$ at the terminals; hence $w=0$ everywhere.

Now exchange two unselected rows. The network and the source are unchanged, so the exchanged potentials are again a solution. By uniqueness they are the same solution, and the two rows have equal potentials. All unselected rows thus share one potential $u_r$, and by the same argument all unselected columns share one potential $u_c$.

For $N\ge2$, an unselected column is joined to the selected row once and to unselected rows $N-1$ times. The currents entering it must add to zero. After multiplication by $R$,

$$(V-u_c)+(N-1)(u_r-u_c)=0 .$$

An unselected row is joined to the selected column once and to unselected columns $N-1$ times, so

$$(0-u_r)+(N-1)(u_c-u_r)=0 .$$

Collecting the unknowns gives

$$V+(N-1)u_r=Nu_c,\qquad (N-1)u_c=Nu_r .$$

The second equation yields $u_r=(N-1)u_c/N$. Inserting this in the first,

$$V=u_c\left[N-\frac{(N-1)^2}{N}\right]
=u_c\,\frac{N^2-(N-1)^2}{N}
=u_c\,\frac{2N-1}{N},$$

and therefore

$$u_c=\frac{N}{2N-1}V,\qquad u_r=\frac{N-1}{2N-1}V .$$

Three cell voltages follow. The selected cell has $V$. A half-selected cell, which shares one line with the selected cell, has

$$V-u_c=u_r=\frac{N-1}{2N-1}V .$$

A cell on two unselected lines has $u_c-u_r=V/(2N-1)$. In a large array the half-selected cells therefore carry nearly half the applied voltage, and the far more numerous unselected cells carry very little.

The source current leaves the selected row through the selected cell and through $N-1$ half-selected cells:

$$I=\frac VR+(N-1)\frac{V-u_c}{R}
=\frac VR\left[1+\frac{(N-1)^2}{2N-1}\right].$$

Since $2N-1+(N-1)^2=N^2$,

$$I=\frac VR\,\frac{N^2}{2N-1},$$

and $R_T=V/I$ is the stated result. For $N=1$ there is one resistor and the formula gives $R$. For $N=2$ the selected cell is in parallel with one path of three cells, so $R_T=R(3R)/(R+3R)=3R/4$, again as the formula gives.

The same potentials show where the other current flows. Nodes at equal potential may be joined without changing any current. The paths that avoid the selected cell, called sneak paths, then become three groups in series: $N-1$ parallel cells from the selected row to the other columns, $(N-1)^2$ parallel cells from those columns to the other rows, and $N-1$ parallel cells to the selected column. Their resistance is

$$R_s=\frac{R}{N-1}+\frac{R}{(N-1)^2}+\frac{R}{N-1}
=\frac{R(2N-1)}{(N-1)^2}.$$

For large $N$ the middle group contributes little, because it offers so many parallel cells. The first and last groups therefore set the leading term of the exact result,

$$R_T=\frac{2R}{N}\left(1-\frac1{2N}\right)\simeq\frac{2R}{N}.$$

A neighbouring case gives this leading term without approximation. If the source is connected between two rows, exchanging those rows and reversing the source shows that every column lies midway between them. The other rows take the same potential and carry no current. There remain $N$ parallel paths, each of two cells, with total resistance $2R/N$.

There is a second proof that uses the symmetry of the opening directly. Let $L$ be the matrix that turns node potentials into net currents leaving the nodes. For edge $e$, let $b_e$ be the column vector with $+1$ at one end, $-1$ at the other and zero elsewhere. The current in the edge is $g_e b_e^{T}u$, so

$$L=\sum_e g_e\,b_e b_e^{T}.$$

This matrix is symmetric. Because $u^TLu=\sum_e g_e(b_e^Tu)^2$ and the graph is connected, $Lu=0$ requires all potentials to be equal. Let $L^+$ be the inverse of $L$ on vectors whose entries sum to zero, with $L^+$ giving zero on the constant vector. A unit current sent in at one end of $e$ and out at the other produces potentials $L^+b_e$, up to a constant, so the resistance between those ends is $R_e=b_e^TL^+b_e$. Hence

$$\sum_e g_eR_e=\sum_e g_e\,\mathrm{tr}(L^+b_eb_e^T)=\mathrm{tr}(L^+L)=2N-1 .$$

The last step holds because $L^+L$ leaves unchanged the $2N-1$ independent vectors with zero sum and removes the constant one. The rule does not require equal resistors. For an 8 by 8 array with random, unequal conductances, numerical evaluation gives a sum of 15.000000, in agreement with $2\times8-1$.

When all resistors are equal, all $N^2$ edges have the same $R_e=R_T$ and $g_e=1/R$. The sum rule becomes $N^2R_T/R=2N-1$. With $M$ rows and $N$ columns there are $MN$ equivalent edges and $M+N$ nodes, so the same argument gives

$$R_T=R\,\frac{M+N-1}{MN}.$$

If $M$ grows at fixed $N$, this tends to $R/N$, not to zero: the $N$ cells on the selected row still have to carry all the current.

For a memory, the small terminal resistance is a limit on reading. The selected cell carries the fraction

$$\frac{V/R}{I}=\frac{R_T}{R}=\frac{2N-1}{N^2}$$

of the source current. Let it switch from $R$ to a high state $kR$, with $k>1$, while every other cell stays at $R$. The source fixes both terminal potentials, so the sneak current does not change. The current falls by

$$\Delta I=\frac VR\left(1-\frac1k\right),$$

and relative to the low-state current this is a read contrast

$$c=\frac{\Delta I}{I}=\left(1-\frac1k\right)\frac{2N-1}{N^2}.$$

Suppose the contrast must be at least $m$. With $m'=m/(1-1/k)$, the condition is

$$m'N^2-2N+1\le0 .$$

For $m'\le1$ its roots are $[1\pm\sqrt{1-m'}]/m'$. The lower root equals $1/(1+\sqrt{1-m'})$, which does not exceed one, so it excludes no array. The upper root gives the size limit

$$N\le\frac{1+\sqrt{1-m'}}{m'} .$$

If $m'>1$ no array suffices, since even a single cell has a contrast of only $1-1/k$.

Take a 64 by 64 array with $R=20$ kΩ, $k=100$ and $V=0.20$ V. The terminal resistance is

$$R_T=20\ \mathrm{k\Omega}\times\frac{127}{4096}=0.620\ \mathrm{k\Omega},$$

or 620 Ω; the estimate $2R/N$ gives 0.625 kΩ. The floating columns sit at $0.20\times64/127=0.1008$ V and the floating rows at $0.20\times63/127=0.0992$ V. A half-selected cell has 0.0992 V across it, and an unselected cell only 0.0016 V.

The source supplies 322.5 µA, of which 10.0 µA passes through the selected cell and 312.5 µA through the sneak paths. The selected share is 3.10 %. Switching the cell to its high state removes 9.90 µA, a contrast of $9.90/322.5=3.07$ %. For a required contrast of 10 %, $m'=0.10/0.99=0.101$ and the bound is 19.29. With ideal wires and a known all-low background the largest array is thus 19 by 19, and a scan over nodal solutions of the full network gives the same size. The margin is thin: with the 2.0 Ω of wire per crossing introduced below, the farthest cell of a 19 by 19 array has a contrast of 9.9 %, and the limit drops to 18.

This limit refers to a background of low-resistance cells. To see what other stored data do, use the fact that, at fixed terminal potentials, the actual potentials minimise the dissipated power

$$P=\sum_e g_e v_e^2,$$

where $v_e$ is the voltage on edge $e$. Setting the derivative with respect to a floating potential to zero is the current balance at that node, and $P$ is a convex function of the potentials, so the stationary point is a minimum. Lowering any $g_e$ lowers or leaves unchanged $P$ for every choice of potentials, and hence also its minimum $VI$. The all-low background therefore gives the largest sneak current and the smallest contrast among backgrounds whose cells are either $R$ or $kR$.

A sufficient contrast for each fixed background does not, however, guarantee that one current threshold will serve for all of them. In the worst case a low cell in an all-high background must draw more current than a high cell in an all-low background; this requires $(N-1)^2<2N-1$, which holds only for $N\le3$. In 300 random patterns, with the selected cell low and each other cell low or high with equal probability, the mean current is 164.3 µA and its standard deviation is 14.4 µA. The last digits are sampling noise: with 6000 patterns the mean is about 164.0 µA and the standard deviation 13.8 µA. The variation from unknown data exceeds the 9.90 µA signal. Within the ideal model, a comparison of two reads with the same background would remove this variation, because $\Delta I$ does not contain the sneak current.

The mean itself can be estimated by giving every background cell the average conductance, $(1+0.01)/2=0.505$ times $1/R$. The sneak resistance rises from 0.640 to $0.640/0.505=1.27$ kΩ, and in parallel with the selected 20 kΩ it gives 1.19 kΩ. The sampled value of $V$ divided by the mean current is 1.22 kΩ. The sign of the difference is expected: the minimum of functions linear in the $g_e$ is concave, so the average current over random conductances cannot exceed the current at their average.

The parameters lie in the rough range of filamentary oxide resistive memory, where low-state resistances run from kilohms to hundreds of kilohms and reads use a few tenths of a volt. Among the departures from the ideal model evaluated here, unequal stored data change the terminal resistance most: the random data above raise it from 0.620 to 1.22 kΩ, or by 96 to 97 % of the ideal value. Variation among cells all nominally in the low state matters less. With a standard deviation of 0.2 in the logarithm of the conductance, the resistance obtained from the mean current changes by −1.9 %, while the current varies from array to array by 6.1 µA.

Wires are the next correction. A line 25 nm wide and 50 nm high, with a rough narrow-copper resistivity of 5 µΩ cm and a pitch of 50 nm, has 2.0 Ω per crossing. Its 63 segments add up to 126 Ω, which is not small beside 620 Ω. The current on the selected row tapers as it passes into the cells. If it falls linearly from $I$ to zero along a line of resistance $r$, the dissipated power is

$$I^2r\int_0^1(1-x)^2\,dx=\frac{I^2r}{3},$$

so each selected line adds about 42 Ω and the two add about 84 Ω. The full wire network, with all cells low, gives 0.700 kΩ for the cell nearest the contacts and 0.704 kΩ for the farthest, increases of 12.8 % and 13.5 % over the ideal value. The position of the cell has a larger effect on its own voltage: the nearest receives 0.200 V and the farthest 0.165 V. The equivalence of all crossings, on which the derivation rests, no longer holds.

The cells may also depart from Ohm's law. With $I_{\mathrm{cell}}=(V_0/R)\sinh(v/V_0)$ and $V_0=0.20$ V, where $R$ is now the low-voltage resistance, the terminal resistance is 0.593 kΩ, a change of −4.3 %. This is small because most of the current is set by half-selected cells at about 0.1 V, where $\sinh(0.5)/0.5=1.04$.

A stronger nonlinearity is the purpose of a selector, a device placed in series with each memory element. Let the combined cell carry a current $F(v)$, odd and strictly increasing in $v$. The potentials remain unique: for two solutions with edge voltages $v_e$ and $v_e'$, the earlier node sum gives $\sum_e[F(v_e)-F(v_e')](v_e-v_e')=0$, and no term can be negative. The grouping by symmetry therefore survives. If a half-selected cell has voltage $v_h$ and an unselected cell $v_u$, current balance for $N\ge2$ gives

$$2v_h+v_u=V,\qquad F(v_h)=(N-1)F(v_u).$$

The two half-selected voltages are equal because those two groups have the same number of cells and carry the same total current. Both $v_h$ and $v_u$ are positive, so $v_h<V/2$. The sneak current $(N-1)F(v_h)$ is then less than $(N-1)F(V/2)$. With the selectivity $K=F(V)/F(V/2)$, the selected cell's share of the current obeys

$$\frac{F(V)}{F(V)+(N-1)F(v_h)}>\frac{1}{1+(N-1)/K}.$$

An ohmic cell has $K=2$, and for $N=64$ the bound is 3.08 %, just below the actual 3.10 %. The sinh law above has $K=2\cosh(0.5)=2.26$, so it hardly helps. For identical cells and ideal wires, $K\ge N-1$ is sufficient for the selected cell to carry more than half the current. This condition concerns the current share; the read contrast also depends on how the selector and the memory element divide the voltage in each state.

Temperature enters the ideal result through $R$ alone if the whole array is equally warm. If the filaments conduct as metals, a rough coefficient of 0.001 per kelvin raises $R_T$ by 6.0 % between 25 and 85 °C. At 20 kΩ this is not assured: the resistance exceeds $h/2e^2=12.9$ kΩ, that of a single fully open conduction channel, so a filament may contain a barrier, and its resistance may then fall on warming. The selected cell dissipates $V^2/R=2$ µW; with a thermal resistance of 1 K/µW it warms by 2 K, which with the same coefficient changes its resistance by 0.2 %. That thermal resistance suits the mean temperature of a conducting region some 20 nm across. Such a region with 20 kΩ over 5 nm has a resistivity near 0.13 Ω cm, and even a filament 2 to 5 nm across has 1 to 8 mΩ cm. These values are well above those of ordinary metals, so the metallic coefficient gives only a scale here. For a filament only 2 to 5 nm across, in a 5 nm oxide of thermal conductivity 1 W/(m K) between ideally cooled electrodes, heat conduction with uniform heating along the filament gives roughly 26 to 10 K/µW for the mean temperature and 43 to 19 K/µW for the peak; heat released at a narrow constriction gives more. The mean warming is then some 50 to 20 K, and the same coefficient gives a change of a few per cent. Across a 5 nm oxide the mean field is 0.40 MV/cm, roughly a tenth of the few MV/cm at which good thin oxides break down. The mean does not describe the local field near a filament, so this comparison is only one of scale.

Finally, the word floating is essential. If all unselected lines are held at zero instead, each of the $N$ cells on the selected row has the full voltage $V$, and the source sees $R/N$. The selected column then receives only the current $V/R$ of the selected cell, because the other rows are at its own potential. With ideal wires, measuring the column current would isolate the cell, but the source would have to supply $NV/R$. The formula $R(2N-1)/N^2$ belongs to the array in which the unselected lines choose their own potentials.

## Calculated quantities

```
Array size N: 64
Cell resistance R, low state: 20.0 kOhm
High/low resistance ratio k: 100
Read voltage V: 0.20 V
Terminal resistance R_T: 0.6201 kOhm
Large-N estimate 2R/N: 0.6250 kOhm
Sneak resistance R_s: 0.6400 kOhm
Unselected column potential: 0.10079 V
Unselected row potential: 0.09921 V
Half-selected cell voltage: 0.09921 V
Unselected cell voltage: 0.00157 V
Terminal current: 322.52 uA
Selected cell current: 10.00 uA
Sneak current: 312.52 uA
Selected share of current: 3.101 %
Read contrast at N=64: 3.070 %
Required contrast m: 10 %
Bound on N from formula: 19.287
Largest N from network scan: 19
Edge sum, random 8 by 8 array: 15.000000
-- effects left out of the ideal model --
Wire resistivity: 5.0 uOhm cm
Wire pitch, width, height: 50, 25, 50 nm
Wire resistance per crossing: 2.00 Ohm
R_T with wires, nearest cell: 0.6998 kOhm (+12.8 %)
R_T with wires, farthest cell: 0.7039 kOhm (+13.5 %)
Voltage on nearest selected cell: 0.2000 V
Voltage on farthest selected cell: 0.1648 V
Random patterns sampled: 300
Random data, mean current: 164.3 uA
Random data, V/mean current: 1.218 kOhm (+96 %)
Random data, current std deviation: 14.4 uA
Read signal, low minus high state: 9.90 uA
Cell spread, sigma of ln(conductance): 0.2
Cell spread, change of V/mean current: -1.9 %
Cell spread, current std deviation: 6.1 uA
Sinh law, voltage scale V0: 0.20 V
Sinh law, R_T: 0.5932 kOhm (-4.3 %)
Temperature coefficient of R: 0.0010 1/K
R_T at 85 C, R given at 25 C: 0.6573 kOhm (+6.0 %)
Thermal resistance of a cell: 1.0 K/uW
Self-heating of selected cell: 2.0 K
Oxide thickness: 5.0 nm
Mean oxide field, selected cell: 0.40 MV/cm
```
